When the renormalisation factor fails for a one-pole G0W0 self-energy

**Problem**

A G0W0 calculation gives the valence edge of a semiconducting monolayer used as a transistor channel. The self-energy is taken diagonal in the mean-field states, and its correlation part is modelled by one undamped pole. The quasiparticle energy E then obeys

E = ε + s + Σc(E),  Σc(ω) = g²/(ω − p).

Here ε is the mean-field eigenvalue, s = ⟨Σx − vxc⟩ is the real static shift, g > 0 is the coupling and p is the pole energy. The pole stays where the mean-field Green function puts it. The usual shortcut replaces Σc by its tangent at ε:

E_lin = ε + Z0 δ,  δ = s + Σc(ε),  Z0 = 1/[1 − Σc′(ε)].

The alternative is to plot ω − ε − s and Σc(ω) and read off the crossings. If there are several, the quasiparticle is the one with the largest spectral weight.

Energies are measured from the mean-field edge, so ε = 0 in both cases:

- A, undoped sheet: s = −4.7 eV, g = 7 eV, p = −12 eV.
- B, n-doped sheet: a carrier plasmon adds a pole at p = −0.2 eV with g = 0.1 eV. The high pole of A is kept in its linearised form, so the linearised correction of A serves as the static shift s.

Compare the two energies in each case. For a tolerance τ, find the condition under which E_lin is within τ of the quasiparticle energy. Use τ = 0.05 eV.

**First estimate by scaling**

Let d = ε − p be the signed distance from the starting energy to the pole. Since Σc′(ε) = −g²/d²,

Z0 = d²/(d² + g²),  1 − Z0 = g²/(d² + g²).

The shortcut drops the curvature of Σc. To second order in c = E − ε, with Σc″(ε)/2 = g²/d³,

c = δ − (g²/d²)c + (g²/d³)c².

Moving the linear term to the left and multiplying by Z0 gives c = Z0δ + Z0(g²/d³)c². Because Z0g²/d² = 1 − Z0, and c may be replaced by c_lin = Z0δ in the small term,

E_lin − E ≈ −(1 − Z0) c_lin²/d.

This suggests that linearisation is safe while |c_lin| < √[τ|d|/(1 − Z0)].

For A, δ = −4.7 + 49/12 = −0.617 eV and Z0 = 144/193 = 0.746, so E_lin = −0.460 eV. The estimated error is −0.254 × 0.460²/12 eV = −4.5 meV, and the limit on |c_lin| is 1.5 eV. Linearisation looks safe.

For B, the high pole must first be folded in. Let G be the bare coupling to the low pole. With the high pole linearised, the equation is E/Z_A = δ_A + G²/(E − p), where Z_A and δ_A belong to A. Multiplying by Z_A gives the one-pole form with s = Z_Aδ_A = −0.460 eV and g² = Z_AG². The quoted g = 0.1 eV is this reduced coupling. Then δ = −0.460 + 0.01/0.2 = −0.410 eV, Z0 = 0.04/0.05 = 0.80 and E_lin = −0.328 eV.

The estimated error is −0.20 × 0.328²/0.20 eV = −0.11 eV, and the limit on |c_lin| is 0.22 eV. The estimate signals failure. The Z0 used here belongs to the reduced equation; with the high pole included, the slope factor is 0.746 × 0.80 = 0.60. The estimate cannot be trusted for the size, because |c_lin|/|d| = 1.64 and the expansion needs this ratio to be small.

**Exact solution**

*Roots and weights.* Put y = E − p and a = ε + s − p = d + s. The equation becomes y − a = g²/y, or

y² − ay − g² = 0,  y± = [a ± √(a² + 4g²)]/2.

The product y₊y₋ = −g² is negative, so there is one root on each side of the pole.

The Green function is 1/[ω − ε − s − Σc(ω)]. Its residue at a root is the inverse slope of the denominator, Z = 1/(1 + g²/y²) = y²/(y² + g²). Inserting g² = −y₊y₋ for the upper root,

Z₊ = y₊/(y₊ − y₋) = ½[1 + a/√(a² + 4g²)],

and likewise Z₋ = 1 − Z₊. The upper root dominates if a > 0 and the lower if a < 0. The sign of a tells on which side of the pole the state lies after the static shift.

*Error of the linearised energy.* With s = a − d, the value y_lin = E_lin − p is

y_lin = d + [d²/(d² + g²)](a − d + g²/d) = (ad² + 2dg²)/(d² + g²).

Subtract a root y and eliminate a through a = y − g²/y. The terms d²y cancel, leaving

y_lin − y = (−d²g²/y + 2dg² − yg²)/(d² + g²) = −[g²/(d² + g²)](y − d)²/y.

In the original variables,

E_lin − E = −(1 − Z0)(E − ε)²/(E − p).

This holds for both roots without expansion. For the upper root E − p > 0, so E_lin is not above it; for the lower root E_lin is not below it. The linearised energy therefore lies between the two solutions, or on one of them if ε is already a root.

*The root on the starting side.* Call the root on the same side of the pole as ε the near root, and write E − ε = td. Then E − p = d(1 + t) with t > −1. Define u = c_lin/d, which is known from quantities at ε alone. The error formula gives

u = t − (1 − Z0)t²/(1 + t),  du/dt = Z0 + (1 − Z0)/(1 + t)² > 0,

so u increases with t and either can label the case. The error is at most τ if

t² ≤ θ(1 + t),  θ = τ/[(1 − Z0)|d|],

which means t₋ ≤ t ≤ t₊ with t± = [θ ± √(θ² + 4θ)]/2. The polynomial t² − θt − θ equals 1 at t = −1, and its minimum is at θ/2 > −1, so both limits lie above −1. At each limit (1 − Z0)t²/(1 + t) = τ/|d|, and the condition in terms of u is

t₋ − τ/|d| ≤ u ≤ t₊ − τ/|d|.  (window)

*Which root is the quasiparticle.* The near root dominates if a and d have the same sign. From u = Z0(s/d + g²/d²) and g²/d² = (1 − Z0)/Z0,

a/d = 1 + s/d = (u − 1 + 2Z0)/Z0,

so the requirement is

u > 1 − 2Z0.  (dominance)

At equality the two weights are equal and there is no unique quasiparticle.

*The far root.* If the other root dominates, could E_lin be close to it by luck? There y and d have opposite signs, so |y − d| = |d| + |y|. Since (|d| + |y|)² − 4|d||y| = (|d| − |y|)² ≥ 0,

|E_lin − E| = (1 − Z0)(|d| + |y|)²/|y| ≥ 4(1 − Z0)|d|.

For τ below this bound, E_lin is within τ of the quasiparticle energy if and only if window and dominance both hold. For larger τ the two conditions remain sufficient.

The criterion was tested on 3000 random cases with |d| from 0.1 to 3 eV, both signs of d, g/|d| from 0.1 to 1.2, s/|d| from −3 to 3 and τ below the far-root bound. It agreed with direct root finding in all of them. In this sample 1094 cases failed with Z0 > 0.7, and 239 succeeded with Z0 < 0.6.

**Comparison**

*Case A.* Here a = 7.3 eV, and the upper root is E = −0.4555 eV with weight 0.73. The linearised energy is 4.6 meV too low, against the estimated 4.5 meV. The window −0.124 ≤ u ≤ 0.132, multiplied by d = 12 eV, allows corrections from −1.5 to +1.6 eV. The scaling limit of ±1.5 eV is its small-θ form, because then t± ≈ ±√θ.

*Case B.* Now a = −0.460 + 0.2 = −0.260 eV: the static shift has carried the state through the pole. On the graph, the line ω − ε − s lies below Σc at −0.5 eV (−0.040 against −0.033 eV) and above it at −0.4 eV (0.060 against −0.050 eV), so they cross in between. The roots are −0.494 eV with weight 0.90 and −0.166 eV with weight 0.10. These are shares within the reduced equation; the factor Z_A = 0.746 turns them into spectral weights of about 0.67 and 0.08; with the high pole treated explicitly they are 0.65 and 0.08.

The linearised −0.328 eV is near neither. It lies 166 meV above the quasiparticle energy, just over the far-root bound of 160 meV. The scaling estimate had the wrong sign, because the expansion about ε follows the near root, which here is the satellite. It was also too generous: its limit of 0.22 eV on |c_lin| becomes, for downward corrections, 0.12 eV from dominance (u > −0.6). The actual u is −1.64.

*Same Z0, no failure.* In the reduced equation of B, shift the starting level and the low pole together by s, keeping the contribution of the high pole as it is. Then ε = −0.460 eV, the low pole lies at −0.660 eV, and no static shift remains (s = 0), with g and d unchanged. Z0 is still 0.80, but u = 0.20. The linearised and graphical energies are −0.420 and −0.419 eV, 1.4 meV apart.

*Low Z0, no failure.* Take ε = 0, s = −0.15 eV, g = 0.18 eV and p = −0.2 eV. Then Z0 = 0.55, but δ = −0.150 + 0.162 = 0.012 eV and the error is 0.1 meV. The energy is good even though the peak carries only 0.57 of the weight.

*Is the graphical answer right?* It solves the G0W0 equation, which is itself approximate. Consider a hole coupled to one boson mode of energy Ω = 0.2 eV. Completing the square,

Ωb†b + g(b + b†) = Ω(b† + g/Ω)(b + g/Ω) − g²/Ω,

so the hole energy falls by g²/Ω and the electron level rises by 0.05 eV, to −0.410 eV. With s held at −0.460 eV, the aligned graphical result is 9 meV below this, the unaligned one of case B 84 meV below, and the linearised energy of B 82 meV above. In B, solving the equation graphically removes the linearisation error but not the error of a misplaced pole. The same choice matters in A: if the pole is kept 12 eV below the solution itself, Σc is fixed at 49/12 eV and the level becomes −0.617 eV, a change of 161 meV. If both poles are treated as boson modes, the exact level is −4.7 + 49/12 + G²/Ω = −0.617 + 0.067 = −0.550 eV, with G² = g²/Z_A. The graphical root of B then lies 56 meV above it, the aligned result 131 meV above and the linearised energy of B 222 meV above. Which of the aligned and unaligned results is closer therefore depends on how the high pole is treated.

*Relation to real channels.* The parameters are illustrative, chosen with a transition-metal dichalcogenide monolayer in mind and not computed for any compound. For 10¹³ cm⁻² electrons, a high but reachable gate-induced density, with mass 0.5 mₑ, constant screening κ = 4 and wavevector q = 1 nm⁻¹, the plasmon energy ħ√[ne²q/(2ε₀κm)] is 0.19 eV. Summing the plasmon-pole strength up to this q gives the bare coupling G ≈ 0.15 eV, so the reduced coupling is g = √Z_A G ≈ 0.13 eV, above the 0.1 eV used. With this g placed in a single pole at −0.19 eV the linearisation error grows to 0.26 eV. (The program inserts the bare 0.15 eV without the factor √Z_A and therefore prints 0.32 eV.) Spread over its own dispersion from 0 to 0.19 eV, with mean 0.14 eV, the same strength gives 0.37 eV. G is not converged in the cutoff: the total strength of the random-phase screened interaction at low temperature gives 0.145, 0.23 and 0.28 eV for cutoffs of 1, 2 and 3 nm⁻¹. The plasmon formula is a long-wavelength one and only rough here: q exceeds the Fermi wavevector of 0.56 nm⁻¹ (two spins, two valleys), and the Fermi energy of 0.024 eV is close to the thermal energy at 300 K. In the random-phase approximation the same parameters give a plasmon energy of about 0.22 eV at low temperature and 0.25 eV at 300 K.

A real plasmon disperses, is damped and gives the hole recoil. Taken one at a time, with s and g fixed, these move the dominant root of B by −1 meV (pole energies spread from 0 to 0.27 eV), +1 meV (pole half-width 0.05 eV) and −10 meV (recoil energy 0.08 eV). Treating the high pole explicitly moves it by +5 meV, and thermal occupation of the single 0.2 eV mode at 300 K by −0.02 meV. All are small beside 166 meV, but they hold for one effect at a time at fixed g. Near q = 2 nm⁻¹ the plasmon energy (0.26 eV) and the recoil (0.30 eV) together exceed 0.5 eV, so with such wavevectors included the level of B lies inside the plasmon-emission continuum and broadens; with random-phase screening, κ = 4 and cutoffs of 2 to 3 nm⁻¹ it becomes a broad maximum near −0.5 to −0.6 eV, while the linearised energy is near −0.12 eV. The small numbers above are also shifts of the root only. The linearised energy is more sensitive to recoil and dispersion: recoil lowers it by 47 meV, which reduces the linearisation error to 0.13 eV, while dispersion raises it by 44 meV, which increases the error to 0.21 eV. Both errors are above τ. Substrate screening and spin–orbit splitting are left out and not sized. The numerical output below lists the values for each case.

Computed results

```
Random cases 3000: linearisation good in 703
  failed with Z0>0.7: 1094; good with Z0<0.6: 239
Tolerance tau = 0.050 eV; energies from mean-field edge
A undoped: eps=0.0000, s=-4.7000, g=7.0000, p=-12.0000 eV
  Z0=0.7461, s+Sigma(eps)=-0.6167 eV, u=-0.0383
  u window [-0.1243, 0.1324], dominance floor -0.4922
  E_lin=-0.4601 eV, far-root bound 12.1865 eV
  dominant root -0.4555 eV (weight 0.7312), other -16.2445 eV (0.2688)
  E_lin - dominant = -4.56 meV; criterion met: True
B doped: eps=0.0000, s=-0.4601, g=0.1000, p=-0.2000 eV
  Z0=0.8000, s+Sigma(eps)=-0.4101 eV, u=-1.6404
  u window [-0.9059, 1.6559], dominance floor -0.6000
  E_lin=-0.3281 eV, far-root bound 0.1600 eV
  dominant root -0.4941 eV (weight 0.8964), other -0.1660 eV (0.1036)
  E_lin - dominant = 166.02 meV; criterion met: False
C doped, aligned: eps=-0.4601, s=0.0000, g=0.1000, p=-0.6601 eV
  Z0=0.8000, s+Sigma(eps)=0.0500 eV, u=0.2000
  u window [-0.9059, 1.6559], dominance floor -0.6000
  E_lin=-0.4201 eV, far-root bound 0.1600 eV
  dominant root -0.4187 eV (weight 0.8536), other -0.7015 eV (0.1464)
  E_lin - dominant = -1.42 meV; criterion met: True
D low Z0: eps=0.0000, s=-0.1500, g=0.1800, p=-0.2000 eV
  Z0=0.5525, s+Sigma(eps)=0.0120 eV, u=0.0331
  u window [-0.7686, 0.8272], dominance floor -0.1050
  E_lin=0.0066 eV, far-root bound 0.3580 eV
  dominant root 0.0067 eV (weight 0.5688), other -0.3567 eV (0.4312)
  E_lin - dominant = -0.10 meV; criterion met: True
A leading error estimate -(1-Z0)(E_lin-eps)^2/d = -4.48 meV
B graph: w, w-eps-s, Sigma_c(w) in eV
  -0.60  -0.1399  -0.0250
  -0.50  -0.0399  -0.0333
  -0.40  0.0601  -0.0500
  -0.30  0.1601  -0.1000
  -0.15  0.3101  0.2000
  -0.10  0.3601  0.1000
  0.00  0.4601  0.0500
Plasmon inputs: n=1.0e+13 cm^-2, mass=0.5 m_e, kappa=4.0, q=1.0 nm^-1
  plasmon 0.186 eV, pair edge 0.162 eV, coupling 0.149 eV
  with these, E_lin - dominant = 319.0 meV
Neglected effects, change of dominant root of B:
  explicit high pole 4.73 meV (total weight 0.6536)
  plasmon dispersion, 0 to 0.267 eV: -0.86 meV
  pole half-width 0.050 eV: 0.70 meV, level half-width 5.10 meV
  hole recoil 0.0762 eV: -9.90 meV
  300 K occupation 4.37e-04: -0.0190 meV
A with empty-side pole (gap 1.7 eV, half the g^2): Z0=0.6799, error -2.38 meV
A with pole tied to the solution: level -0.6167 eV, change -161.1 meV
C full boson space: level -0.4101 eV, weight 0.7788, graphical error -8.58 meV
B graphical minus full boson level: -84.0 meV
```
